\section*{Conductivity of a thin diffuse metal tube at long mean free path, part 2}

We seek the conductivity $\sigma$ along a straight metal tube, relative to its bulk value $\sigma_0$, when the bulk mean free path $\lambda$ is long. The metal is a degenerate free-electron gas with Fermi wavenumber $k_F$ and elastic, isotropic bulk scattering. The walls are diffuse unless stated otherwise, and electrons cannot enter the hole. In atomic units ($\hbar=m=|e|=1$), $\sigma_0=k_F^2\lambda/(3\pi^2)$.

The tube has inner radius $a$, outer radius $b$, mean radius $R=(a+b)/2$, wall thickness $t=b-a$ and metal area $A=2\pi Rt$; $D=b^2-a^2=2Rt$. A flight makes an angle $\theta$ with the axis and has direction $\varphi$ in the cross-section. Its distance back to the wall is $L$, or $s=L\sin\theta$ in projection. The whole projected chord is $l$, at distance $q$ from the centre. Averaging over the section and over directions gives
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta
\left(1-e^{-L/\lambda}\right),
\label{kinetic}
\end{equation}
or, in projected form,
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{3}{4\pi A}\int dA\int d\varphi\;G(s/\lambda),\quad
G(x)=\int_0^\pi\sin\theta\cos^2\theta\left(1-e^{-x/\sin\theta}\right)d\theta .
\label{full}
\end{equation}

To first order in $1/\lambda$, $\sigma/\sigma_0=(3t/8\lambda)B$, where the bracket is $B=M/(At)$ with $M=\int dA\int d\varphi\,s$. For $t\ll R$ this becomes
\begin{equation}
\boxed{\frac{\sigma}{\sigma_0}=\frac{3t}{8\lambda}
\left[\ln\frac Rt+3\ln2+\frac72\right]}
\label{main}
\end{equation}
The leading logarithm alone is $(3t/8\lambda)\ln(R/t)$; it arises from grazing flights, which curvature cuts off at an angle of order $\sqrt{t/R}$. The tests listed at the end compare $B$, found from the chord integral and by ray tracing, with the thin-wall law (\ref{main}).

A line with $a<q<b$ misses the hole and has one chord, $l=2\sqrt{b^2-q^2}$. A line with $q<a$ has two. Near tangency with the hole, put $a^2-q^2=D\sinh^2\eta$; each of the two chords is then $l=\sqrt D\,e^{-\eta}$, with $dq$ of magnitude $D\sinh2\eta\,d\eta/(2R)$. Sums over $l$ include every chord on a line.

\subsection{The flat film as a limit}

Let $R$ grow at fixed $t$ and $\lambda$. The first-order formula then grows without bound, while a flat film has a finite conductivity. The two limits therefore do not commute, and the flat film shows why.

In the film let $w$ be the magnitude of the direction cosine along the film normal. A flight that started a height $z$ away has length $L=z/w$, and the average of $z$ is $t/2$. At fixed $w$, the average of $\cos^2\theta$ over azimuth is $(1-w^2)/2$. Both signs of the normal component count, so the first-order expression is
\begin{equation}
\frac{3}{4\pi}\cdot2\cdot2\pi\int dw\,\frac{1-w^2}{2}\,\frac{t}{2w\lambda}
=\frac{3t}{4\lambda}\int dw\,\frac{1-w^2}{w}.
\end{equation}
The integral diverges at small $w$. In a flat film a grazing flight ends when the electron scatters in the bulk, at $L\sim\lambda$, so the cut is at $w\sim t/\lambda$ and the leading logarithm is $(3t/4\lambda)\ln(\lambda/t)$. In the tube, curvature cuts the same integral at an angle of order $\sqrt{t/R}$, and $(3t/4\lambda)\cdot\frac12\ln(R/t)$ is the leading logarithm found before.

Curvature acts first if the longest chords, of order $\sqrt{Rt}$, are shorter than $\lambda$. In the opposite case the wall behaves as a flat film. As a test of this limit, the full integral (\ref{full}) was evaluated at $R=10^6t$ and $\lambda=100t$, where $\sqrt{Rt}=1000t$ exceeds $\lambda$. Its ratio to the flat-film conductivity is 1.00000.

\subsection{How long must the mean free path be?}

The comparison of lengths suggests the condition $\lambda\gg\sqrt{Rt}$, weaker than $\lambda\gg R$. To establish it, compute the next term in $1/\lambda$.

Let $h(y)=e^{-y}-1+y$, the error made by replacing $1-e^{-y}$ with $y$. Then
\begin{equation}
\frac{\pi x}{2}-G(x)=2\int_0^{\pi/2}\sin\theta\cos^2\theta\;h\!\left(\frac{x}{\sin\theta}\right)d\theta .
\end{equation}
For small $x$, divide the range at an angle $\delta$ with $x\ll\delta\ll1$. Above $\delta$ use $h(y)\simeq y^2/2$:
\begin{equation}
x^2\int_\delta^{\pi/2}\frac{\cos^2\theta}{\sin\theta}d\theta
\simeq x^2\left[\ln\frac2\delta-1\right].
\end{equation}
Below $\delta$ set $\sin\theta\simeq\theta$, $\cos\theta\simeq1$ and $y=x/\theta$. This part is $2x^2\int_\epsilon^\infty h(y)y^{-3}dy$ with $\epsilon=x/\delta$. Two integrations by parts give
\begin{align}
\int_\epsilon^\infty\frac{h}{y^3}dy
&=\frac{h(\epsilon)}{2\epsilon^2}+\frac12\int_\epsilon^\infty\frac{1-e^{-y}}{y^2}dy\nonumber\\
&=\frac{h(\epsilon)}{2\epsilon^2}+\frac12\left[\frac{1-e^{-\epsilon}}{\epsilon}
+\int_\epsilon^\infty\frac{e^{-y}}{y}dy\right]\nonumber\\
&\simeq\frac14+\frac12\left(1-\gamma-\ln\epsilon\right),
\end{align}
where $\gamma$ is Euler's constant, from the small-$\epsilon$ form $-\gamma-\ln\epsilon$ of the last integral. The part below $\delta$ is therefore $x^2[3/2-\gamma+\ln(\delta/x)]$. Adding the two parts removes $\delta$:
\begin{equation}
G(x)\simeq\frac{\pi x}{2}-x^2\left[\ln\frac2x+\frac12-\gamma\right].
\end{equation}

Now integrate the second term over the section. Along one chord, $\int_0^l s^2\ln(1/s)\,ds=(l^3/3)(\ln(1/l)+1/3)$. The line measure is $\int d\varphi\int dq=4\pi\int_0^bdq$. The loss $\Delta$, subtracted from the first-order $\sigma/\sigma_0$, is
\begin{equation}
\Delta=\frac{1}{A\lambda^2}\int_0^bdq\sum l^3
\left[\ln\frac{2\lambda}{l}+\frac56-\gamma\right].
\end{equation}
Here $5/6=1/3+1/2$. The weight $l^3$ favours long chords so strongly that for a thin wall the lines near tangency give the leading contribution, with no large logarithm from the others.

Write $l=\sqrt D\,y$. For lines missing the hole put $b^2-q^2=Dw$ with $0<w<1$; then $y=2\sqrt w$ and $dq$ has magnitude $D\,dw/(2R)$. For the others $y=e^{-\eta}$, with two chords per line. Thus
\begin{align}
\int dq\sum l^3&=\frac{D^{5/2}}{2R}\left[8\int_0^1w^{3/2}dw
+2\int_0^\infty e^{-3\eta}\sinh2\eta\,d\eta\right]\nonumber\\
&=\frac{D^{5/2}}{2R}\left[\frac{16}{5}+\frac45\right]=\frac{2D^{5/2}}{R}.
\end{align}
The logarithm of $l$ also needs the average of $\ln y$ with the same weight. The two contributions to its numerator are
\begin{align}
8\int_0^1w^{3/2}\left(\ln2+\tfrac12\ln w\right)dw&=\frac{16}{5}\ln2-\frac{16}{25},\\
-2\int_0^\infty\eta\,e^{-3\eta}\sinh2\eta\,d\eta
&=-\int_0^\infty\eta\left(e^{-\eta}-e^{-5\eta}\right)d\eta=-\frac{24}{25}.
\end{align}
The total weight is 4, so the average is $\frac45\ln2-\frac25$. With $A=2\pi Rt$ and $D=2Rt$,
\begin{equation}
\Delta=\frac{4\sqrt2}{\pi}\,\frac{t\sqrt{Rt}}{\lambda^2}
\left[\ln\frac{\lambda}{\sqrt{Rt}}+\frac{37}{30}-\gamma-\frac{3}{10}\ln2\right].
\label{loss}
\end{equation}
The coefficient of $\ln2$ is $\frac12-\frac45$: the first term comes from $2\lambda/\sqrt{2Rt}$ and the second from the average of $\ln y$. The rational number is $\frac25+\frac56$.

Relative to the first-order conductivity, the loss is of order $\sqrt{Rt}/\lambda$ times a logarithm. This confirms $\lambda\gg\sqrt{Rt}$ as the condition. A factor of ten is not yet enough for good accuracy: at $R/t=20$ and $\lambda=10\sqrt{Rt}$ the full integral is still 15 per cent below the first-order formula. Since $t<R$, the requirement $\lambda\gg R$ is sufficient but stricter than needed. At $R=10^4t$ and $\lambda=10^5t$, the loss found from the full integral divided by (\ref{loss}) is 0.9997.

\subsection{Walls that reflect part of the electrons}

Suppose each wall reflects specularly with probability $p$, independent of angle, and otherwise scatters diffusely. Specular reflection preserves $\theta$. It also preserves the angular momentum about the axis, hence $|q|$, so every chord of a reflected orbit has the same length $l$. The probability that a backward path includes $n$ specular reflections before a diffuse one is $(1-p)p^n$, and its projected length is then $s+nl$. To first order in $1/\lambda$, $s$ is replaced by
\begin{equation}
(1-p)\sum_{n=0}^\infty p^n(s+nl)=s+\frac{p}{1-p}\,l .
\end{equation}
Integrated along a chord, this gives
\begin{equation}
\frac{l^2}{2}+\frac{p\,l^2}{1-p}=\frac{l^2}{2}\,\frac{1+p}{1-p}.
\end{equation}
Every chord acquires the same factor, so the first-order conductivity is multiplied by $(1+p)/(1-p)$. This needs $\lambda$ to be long compared with the whole reflected path, which fails as $p\to1$. At $R=20t$, $\lambda=10^6t$ and $p=0.3$, the full integral gives a factor 1.8571, equal to $1.3/0.7$ to the digits shown.

The kinetic description was also tested by a random walk in which particles really scatter in the metal and at the walls. Its axial diffusion constant, divided by the bulk value $v\lambda/3$ with $v$ the speed, equals $\sigma/\sigma_0$ by the Einstein relation. For $R=1$, $t=0.2$ and $\lambda=3$ in a common length unit, the walk gives 0.1405 at $p=0$ and 0.2111 at $p=0.3$. The integral gives 0.1387 and 0.2117. The differences, 1.3 and 0.3 per cent, are consistent with a sampling error near 1 per cent.

\subsection{A cold copper shell}

Take $R=200$ nm, $t=10$ nm, $\lambda=4000$ nm and 85 electrons per nm$^3$. These are rough values; the mean free path is meant for clean bulk copper near liquid-helium temperature, about 100 times the room-temperature value; the purest copper has a longer one. Here $\sqrt{Rt}=44.7$ nm, far below $\lambda$. The prefactor is
\begin{equation}
\frac{3t}{8\lambda}=\frac{3\times10}{8\times4000}=9.375\times10^{-4}.
\end{equation}
With $\ln20=2.996$, the leading logarithm gives $\sigma/\sigma_0=0.0028$. Adding the constant gives
\begin{equation}
9.375\times10^{-4}\times(2.996+5.579)=0.00804 .
\end{equation}
The loss (\ref{loss}) is 0.00025, which leaves 0.00779; the full integral gives 0.00781. The leading logarithm alone thus supplies 36 per cent of the model's value. A flat film with the same $t$ and $\lambda$ would have 0.0120, because its grazing flights are not stopped by curvature.

The free-electron bulk resistivity is $0.0164\ \mu\Omega\,$cm, and that of the tube is $0.0164/0.00781\simeq2.1\ \mu\Omega\,$cm. Division by the metal area gives a resistance of about $1.7\ \Omega$ per $\mu$m of length. To first order $\sigma_0\propto\lambda$ while $\sigma/\sigma_0\propto1/\lambda$, so purer metal would hardly lower this resistance at fixed geometry and diffuse walls.

\subsection{Where a real shell departs from the model}

The 4000 nm mean free path belongs to pure bulk metal and is optimistic for a deposited 10 nm shell, which is likely to be polycrystalline. Treat grain boundaries roughly as added isotropic scattering, with a grain length of 100 nm and a reflection probability of 0.3. Adding $r/[(1-r)d]$ to $1/\lambda$, with $d$ the grain length and $r$ the reflection probability, lowers the mean free path to 220 nm, but the tube resistivity rises only from 2.1 to $2.7\ \mu\Omega\,$cm, since the walls still dominate. The Mayadas--Shatzkes formula weights the boundaries more strongly and gives about 170 nm and $2.8\ \mu\Omega\,$cm. This modest rise depends on the assumed grain length. Deposited films often have grains about as small as their thickness; the same estimate with 10 nm grains puts the mean free path below $\sqrt{Rt}$ and more than doubles the resistivity. Wall reflection can matter less or more than this, depending on how smooth the walls are. A uniform $p=0.1$ raises the conductivity by a factor 1.21. A rough wall, however, looks smoother at grazing incidence. With $p=\exp[-(2k_Fh c)^2]$, where $h$ is the rms roughness and $c$ the cosine of incidence, the factor is 1.06 for $h=3$ nm, 1.38 for 1 nm and 3.3 for 0.3 nm. This estimate uses the outer-wall cosine at both walls, which makes the factors too low, by about 1 per cent for the roughest of these walls and 6 per cent for the smoothest, because flights meet the inner wall at more grazing angles. A shell smooth on the scale of 0.3 nm would therefore break the diffuse assumption badly, provided the mean free path stays near 4000 nm; the effect is then comparable with that of 10 nm grains. The factors shrink when grains shorten the path: for $h=0.3$ nm the factor is about 1.45 with 100 nm grains and 1.05 with 10 nm grains.

At room temperature $\lambda$ in copper is roughly 40 nm. That is below $\sqrt{Rt}$ for this shell, and the long-path formula fails: it would give $\sigma/\sigma_0\simeq0.80$, against 0.37 from the full integral. The model resistivity is then $4.5\ \mu\Omega\,$cm.

Transverse quantization also limits the classical picture. There are about $k_Ft/\pi\simeq43$ subbands across the wall, and 9 per cent of the first-order current is carried at normal wavenumbers, taken at the outer wall, below $\pi/t$, where a classical path is doubtful. Taken at the inner wall for the chords that touch it, the share is 11 per cent. This marks the rough size of the uncertain part; it is not a computed correction. Copper's Fermi surface is not a sphere, and the effect of its shape on grazing flights has been left out without an estimate.

The numerical output that follows lists most of the values used here.

\section*{Calculated quantities}
\begin{verbatim}
TESTS (dimensionless)
constant beside the logarithm: 5.5794
R/t where logarithm equals constant: 264.9
bracket at R/t=20, ray tracing: 8.5914
bracket at R/t=20, chord integral: 8.5914
R/t=20: bracket 8.5914, law 8.5752, log share 0.349
R/t=100: bracket 10.1879, law 10.1846, log share 0.452
R/t=10000: bracket 14.7898, law 14.7898, log share 0.623
R/t=1000000: bracket 19.3950, law 19.3950, log share 0.712
slope of bracket against ln(R/t): 0.99999
random walk at R=1, t=0.2, mfp=3:
  p=0.0: walk 0.1405, kinetic integral 0.1387
  p=0.3: walk 0.2111, kinetic integral 0.2117
tube/film at R/t=1e6, mfp/t=100: 1.00000
second-order loss, numeric/formula: 0.9997
specular factor at p=0.3: 1.8571, law 1.8571
EXAMPLE: copper shell, cold pure metal, rough inputs
mean radius R: 200 nm
wall thickness t: 10 nm
bulk mean free path: 4000 nm
electron density: 85 per nm^3
Fermi wavenumber: 13.60 per nm
sqrt(R t): 44.7 nm
prefactor 3t/(8 mfp): 9.375e-04
ln(R/t): 2.9957
sigma/sigma0, leading logarithm: 0.00281
sigma/sigma0, with constant: 0.00804
second-order loss: 0.00025
sigma/sigma0, constant and loss: 0.00779
sigma/sigma0, full integral: 0.00781
sigma/sigma0, flat film of same t: 0.01203
bulk resistivity: 0.0164 microohm cm
tube resistivity: 2.105 microohm cm
tube resistance per length: 1.675 ohm/um
NEGLECTED EFFECTS
conductivity factor, uniform p=0.1: 1.211
conductivity factor, rms roughness 0.3 nm: 3.305
conductivity factor, rms roughness 1.0 nm: 1.378
conductivity factor, rms roughness 3.0 nm: 1.060
grain length 100 nm, boundary reflection 0.3
mean free path with grains: 220 nm
tube resistivity with grains: 2.692 microohm cm
subbands across wall, kF t/pi: 43.3
current share with normal k below pi/t: 0.088
room temperature 300 K, mean free path: 40 nm
sigma/sigma0 at 300 K: 0.3652
tube resistivity at 300 K: 4.500 microohm cm
\end{verbatim}
